\section*{Threshold-Shift Distribution from Poisson Defect Numbers and Exponential Single-Defect Shifts, part 1}

(Sections cited here and not found follow in the second part.)

\section{The law of the total shift}

\subsection{What a Gaussian estimate misses}

Bias temperature stress charges defects in the gate stack of a transistor and moves its threshold voltage. In a small device only a few defects are charged, and nominally identical devices end up with different shifts. Suppose that this spread is described by a Gaussian with the correct mean and variance. For the transistor treated in the second half, whose mean shift is $11\,$mV, the Gaussian gives a probability of $7.8\times10^{-6}$ for a shift above $50\,$mV. The model from which that mean and variance were computed gives $1.86\times10^{-3}$, about 240 times as much.

A second error occurs at the other end of the distribution. About one device in twenty of this example has no charged defect, and its shift is zero. No ordinary density can represent a finite fraction of devices at one value. A density normalized to one over positive shifts can therefore describe only the devices that have shifted, not the whole population. Both errors are removed by the full law, which consists of a point mass and a density containing the modified Bessel function $I_1$.

\subsection{Assumptions and conventions}

Let $V\ge 0$ be the magnitude of the threshold shift. In a p-channel transistor the captured charge is positive and the threshold voltage becomes more negative; that sign has been removed from $V$. Let $M$ be the number of charged defects at the moment of readout. The assumptions are as follows.

(A1) $M$ is Poisson distributed with mean $N$, where $0<N<\infty$:
\begin{equation}
P(M=n)=e^{-N}\frac{N^n}{n!},\qquad n=0,1,2,\dots
\label{eq:poisson}
\end{equation}

(A2) Each charged defect contributes a shift $Y_i$ with the exponential density $\eta^{-1}e^{-v/\eta}$ for $v>0$. Its mean is $\eta>0$.

(A3) The $Y_i$ are independent of one another and of $M$.

(A4) Shifts add: $V=Y_1+\dots+Y_M$, and $V=0$ if $M=0$.

Assumption (A2) is a statistical model of the uneven current flow in a channel with random dopants: a charge above a place that carries much of the current causes a large shift, and most charges sit elsewhere. It is taken here as given. The dimensionless shift is $x=v/\eta$. The modified Bessel function of order one is defined by its series,
\begin{equation}
I_1(z)=\sum_{k=0}^{\infty}\frac{1}{k!\,(k+1)!}\left(\frac z2\right)^{2k+1}.
\label{eq:I1}
\end{equation}

\paragraph{Theorem 1.} Under (A1)--(A4) the shift has the point mass
\begin{equation}
P(V=0)=e^{-N},
\label{eq:mass}
\end{equation}
and for $v>0$ it has the density
\begin{equation}
f(v)=\frac1\eta\sqrt{\frac{N}{x}}\;e^{-N-x}\,I_1\!\left(2\sqrt{Nx}\right),\qquad x=\frac v\eta .
\label{eq:density}
\end{equation}
The two parts together have total probability one:
\begin{equation}
\int_0^\infty f(v)\,dv=1-e^{-N}.
\label{eq:norm}
\end{equation}

In the notation of generalized functions the full density is $e^{-N}\delta(v)+f(v)$, with the convention that the whole weight of the delta function is counted at $v=0$. Integrals over all shifts then start just below zero.

\subsection{Why the charged number is Poisson}

Assumption (A1) concerns charged defects, whereas fabrication fixes the number of precursors, that is, sites able to capture a charge. The following lemma connects them.

\paragraph{Lemma 1 (thinning).} Let the number of precursors be Poisson with mean $\Lambda$, and let each be charged with probability $p$, independently of the others. Then the charged number is Poisson with mean $N=p\Lambda$.

\paragraph{Proof.} If there are $m$ precursors, the charged number is binomial. Summing over $m\ge n$ gives
\begin{align}
P(M=n)&=\sum_{m=n}^{\infty}e^{-\Lambda}\frac{\Lambda^m}{m!}\,
\frac{m!}{n!\,(m-n)!}\,p^n(1-p)^{m-n}\nonumber\\
&=e^{-\Lambda}\frac{(p\Lambda)^n}{n!}\sum_{j=0}^{\infty}\frac{[(1-p)\Lambda]^j}{j!}\nonumber\\
&=e^{-\Lambda}\frac{(p\Lambda)^n}{n!}\,e^{(1-p)\Lambda}
=e^{-p\Lambda}\frac{(p\Lambda)^n}{n!}.
\label{eq:thin}
\end{align}
In the second line $m!$ was cancelled, $\Lambda^m$ was split into $\Lambda^n\Lambda^{m-n}$, and $j=m-n$ was introduced. The last sum is the exponential series. $\square$

The probability $p$ may depend on stress time, voltage and temperature. These variables then enter the law through $N$, while $\eta$ stays fixed, provided that the chance of being charged does not depend on the size of the shift the defect would cause. The lemma also covers recovery: if each charged defect independently loses its charge before readout with probability $r$, the remaining number is Poisson with mean $(1-r)N$.

The lemma fails if every device has the same number $m_0$ of precursors. The charged number is then binomial with mean $N=pm_0$, and the point mass is $(1-p)^{m_0}$. Since $1-p<e^{-p}$ for $0<p\le1$, this is smaller than $e^{-N}$. The two agree in the limit $p\to0$ at fixed $N$.

\subsection{A fixed number of charged defects}

\paragraph{Lemma 2.} For $n\ge1$ the sum $S_n=Y_1+\dots+Y_n$ has the density
\begin{equation}
g_n(v)=\frac{1}{\eta}\,\frac{x^{n-1}}{(n-1)!}\,e^{-x},\qquad v>0 .
\label{eq:erlang}
\end{equation}

\paragraph{Proof.} For $n=1$ this is (A2). Assume that it holds for $n$. Since $Y_{n+1}$ is independent of $S_n$, the density of their sum is a convolution. With $u$ denoting the value of $S_n$ in units of $\eta$, so that $dv'=\eta\,du$,
\begin{align}
g_{n+1}(v)&=\int_0^x \frac1\eta\frac{u^{n-1}}{(n-1)!}e^{-u}\;
\frac1\eta e^{-(x-u)}\;\eta\,du\nonumber\\
&=\frac{e^{-x}}{\eta\,(n-1)!}\int_0^x u^{n-1}du
=\frac1\eta\,\frac{x^n}{n!}\,e^{-x}.
\label{eq:induct}
\end{align}
The factors $e^{-u}$ and $e^{u}$ cancel, the integral equals $x^n/n$, and $n\,(n-1)!=n!$. This is \eqref{eq:erlang} with $n$ replaced by $n+1$. $\square$

\subsection{Proof of the theorem}

An exponential variable is positive with probability one, so $V=0$ requires $M=0$, apart from events of probability zero. Equation \eqref{eq:poisson} with $n=0$ gives \eqref{eq:mass}.

For $v>0$ the case $M=0$ contributes nothing. By (A3) the density for $M=n$ is $g_n$, and the cases are added with their probabilities:
\begin{align}
f(v)&=\sum_{n=1}^{\infty}e^{-N}\frac{N^n}{n!}\,
\frac1\eta\,\frac{x^{n-1}}{(n-1)!}\,e^{-x}\nonumber\\
&=\frac{N}{\eta}\,e^{-N-x}\sum_{k=0}^{\infty}\frac{(Nx)^k}{k!\,(k+1)!}.
\label{eq:series}
\end{align}
Here $n=k+1$, and $N^{k+1}x^k=N(Nx)^k$. To identify the sum, put $z=2\sqrt{Nx}$ in \eqref{eq:I1}. Then $z/2=\sqrt{Nx}$ and $(z/2)^{2k+1}=\sqrt{Nx}\,(Nx)^k$, so that
\begin{equation}
\sum_{k=0}^{\infty}\frac{(Nx)^k}{k!\,(k+1)!}
=\frac{I_1(2\sqrt{Nx})}{\sqrt{Nx}} .
\label{eq:identify}
\end{equation}
The prefactor becomes $N/\sqrt{Nx}=\sqrt{N/x}$, which gives \eqref{eq:density}.

All terms of \eqref{eq:series} are non-negative, so the sum may be integrated term by term. Each $g_n$ integrates to one, hence
\begin{equation}
\int_0^\infty f\,dv=\sum_{n=1}^\infty e^{-N}\frac{N^n}{n!}
=e^{-N}(e^N-1)=1-e^{-N}.\qquad\square
\label{eq:normproof}
\end{equation}

\paragraph{Remark 1 (shifted devices alone).} The density among devices with at least one charged defect is $f(v)/(1-e^{-N})$. It answers a different question from $f$: it is conditional on $V>0$. For $N\to0$ the first term of \eqref{eq:series} dominates, $f\to N e^{-x}/\eta$, and the conditional density becomes the exponential law of a single defect. Almost all devices then sit in the point mass.

\paragraph{Remark 2 (evaluation).} For large arguments $I_1(z)$ overflows while $e^{-N-x}$ underflows. Since $N+x-2\sqrt{Nx}=(\sqrt x-\sqrt N)^2$, the density can be written as
\begin{equation}
f(v)=\frac1\eta\sqrt{\frac Nx}\;e^{-(\sqrt x-\sqrt N)^2}
\left[e^{-z}I_1(z)\right],\qquad z=2\sqrt{Nx},
\label{eq:scaled}
\end{equation}
in which the bracket remains of moderate size.

\subsection{Transform, moments and parameter extraction}

\paragraph{Lemma 3.} For $s\ge0$,
\begin{equation}
E\!\left[e^{-sV}\right]=\exp\!\left(-\frac{N s\eta}{1+s\eta}\right),
\label{eq:laplace}
\end{equation}
and the cumulants of $V$ are
\begin{equation}
\kappa_r=N\,r!\,\eta^r,\qquad r=1,2,3,\dots
\label{eq:cumulants}
\end{equation}

\paragraph{Proof.} For one defect,
\begin{equation}
E[e^{-sY}]=\int_0^\infty e^{-sv}\,\frac{e^{-v/\eta}}{\eta}\,dv
=\frac{1}{1+s\eta}.
\label{eq:single}
\end{equation}
For $n$ independent defects the transform is the $n$th power, including $n=0$. Averaging over $n$,
\begin{equation}
E[e^{-sV}]=\sum_{n=0}^\infty e^{-N}\frac{1}{n!}
\left(\frac{N}{1+s\eta}\right)^{\!n}
=\exp\!\left[N\left(\frac1{1+s\eta}-1\right)\right].
\label{eq:average}
\end{equation}
The round bracket equals $-s\eta/(1+s\eta)$, which proves \eqref{eq:laplace}. Cumulants are defined by $\ln E[e^{-sV}]=\sum_{r\ge1}\kappa_r(-s)^r/r!$. For $|s\eta|<1$ the geometric series gives
\begin{equation}
N\left(\frac{1}{1+s\eta}-1\right)=N\sum_{r=1}^\infty(-s\eta)^r .
\label{eq:geometric}
\end{equation}
Comparing the coefficients of $(-s)^r$ yields $\kappa_r/r!=N\eta^r$. $\square$

The limit $s\to\infty$ of \eqref{eq:laplace} recovers the point mass independently of the counting argument. In this limit $e^{-sV}$ tends to one if $V=0$ and to zero if $V>0$, so its mean tends to $P(V=0)$, while the right-hand side tends to $e^{-N}$.

The first three cumulants give
\begin{equation}
\langle V\rangle=N\eta,\qquad
\sigma^2=2N\eta^2,\qquad
\frac{\kappa_3}{\sigma^3}=\frac{6N}{(2N)^{3/2}}=\frac{3}{\sqrt{2N}} .
\label{eq:moments}
\end{equation}
The factor 2 in the variance has two equal sources. The random number of defects contributes $N\eta^2$, and the random size of their shifts contributes another $N\eta^2$. Solving the first two relations for the parameters,
\begin{equation}
\eta=\frac{\sigma^2}{2\langle V\rangle},\qquad
N=\frac{2\langle V\rangle^2}{\sigma^2}.
\label{eq:extract}
\end{equation}

These averages include the devices with zero shift. If those devices are discarded at small $N$, the remaining ones follow a single exponential with mean $\eta$ and variance $\eta^2$. Equation \eqref{eq:extract} then returns $\eta/2$ instead of $\eta$, and $N=2$ whatever the true small value of $N$.

\paragraph{Remark 3 (defect density varies between devices).} Suppose that $N$ itself varies from device to device, with mean $\bar N$ and variance $\sigma_N^2$, while $\eta$ is fixed. The total variance is the mean of the conditional variance plus the variance of the conditional mean:
\begin{equation}
\sigma^2=2\bar N\eta^2+\sigma_N^2\eta^2 .
\label{eq:overdisp}
\end{equation}
Inserting this and $\langle V\rangle=\bar N\eta$ into \eqref{eq:extract} gives an apparent single-defect shift $\eta\,[1+\sigma_N^2/(2\bar N)]$, which is too large. For $\bar N=3$ and a relative spread of 20\%, $\sigma_N^2=0.36$, and the excess is 6\%.

\section{Shape, tail and a small transistor}

\subsection{Symbols and results carried over}

The shift $V\ge0$ is the sum of $M$ independent exponential shifts of mean $\eta$, and $M$ is Poisson with mean $N$. With $x=v/\eta$ and $z=2\sqrt{Nx}$, the point mass is $P(V=0)=e^{-N}$, and for $v>0$
\begin{equation}
f(v)=\frac1\eta\sqrt{\frac Nx}\,e^{-N-x}I_1(z)
=\frac N\eta\,e^{-N-x}\,G(Nx),
\label{eq:recall}
\end{equation}
where $G(y)=\sum_{k\ge0}c_ky^k$ and $c_k=1/[k!\,(k+1)!]$. The mean is $N\eta$ and the variance $2N\eta^2$. Independent removal of charges with probability $r$ replaces $N$ by $(1-r)N$ (thinning). The sum of $n\ge1$ single shifts has density $g_n=x^{n-1}e^{-x}/[\eta\,(n-1)!]$.

The full law of the shift is now established: a point mass $e^{-N}$ at zero and a Bessel-function density for positive shifts, together with its moments and the extraction of $N$ and $\eta$ from them. What remains is the shape of the density, the probability of exceeding a limit, the far tail, and a worked example of a small transistor with the effects the model neglects.
